# Steady channel cracking of a film elastically matched to its substrate: a program that tests the result

```python
# Result under test: a long channel crack through a film of thickness h, matched
# elastically to a thick substrate and stopped at the interface, has the mean
# release rate G = Z sigma^2 h / E', with Z = (pi/2) F^2 = 1.976.
# sigma: film tension; E' = E/(1-nu^2); F: edge-crack factor in
# K = F sigma sqrt(pi a); a: crack depth; delta: crack opening;
# W: energy released per unit length of channel.
# Reduced calculations use sigma = 1 and unit crack depth or film thickness.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import gamma, beta
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


# ---------- Wiener-Hopf formulas ----------
def h_plus(s):
    def integrand(y):
        return np.log1p(-(y / np.sinh(np.pi * y / 2))**2) / (s*s + y*y)
    value = quad(integrand, 0, 20, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    return np.exp(s * value / np.pi)


def p_plus(s):
    return gamma((1 + s) / 2) / gamma(1 + s / 2) * h_plus(s)


F = 1 / h_plus(1.0)
Z = np.pi * F**2 / 2
mouth_formula = 4 * F / np.sqrt(1 - 4 / np.pi**2)


# ---------- Quarter-plane relation checked through Hooke's law ----------
def quarter_plane_check(s_value):
    r, th = sp.symbols("r theta", positive=True)
    A, B, C = sp.symbols("A B C")
    s, nu = sp.Rational(s_value), sp.Rational(1, 5)
    f = (A*sp.cos((s+1)*th) + B*sp.cos((s-1)*th)
         + C*sp.sin((s+1)*th) + sp.sin((s-1)*th))
    g = B*sp.cos((s-1)*th) + sp.sin((s-1)*th)
    g_conj = B*sp.sin((s-1)*th) - sp.cos((s-1)*th)
    # shear modulus is one
    ur = r**s * (-(s+1)*f + 4*(1-nu)*g) / 2
    ut = r**s * (-sp.diff(f, th) + 4*(1-nu)*g_conj) / 2
    err = sp.diff(ur, r)
    ett = ur/r + sp.diff(ut, th)/r
    ert = (sp.diff(ur, th)/r + sp.diff(ut, r) - ut/r) / 2
    trace = nu/(1-2*nu) * (err+ett)
    srr, stt, srt = 2*(err+trace), 2*(ett+trace), 2*ert
    conditions = [srt.subs({r: 1, th: 0}),
                  stt.subs({r: 1, th: sp.pi/2}),
                  srt.subs({r: 1, th: sp.pi/2})]
    conditions = [sp.expand(sp.N(c, 25)) for c in conditions]
    matrix, rhs = sp.linear_eq_to_matrix(conditions, [A, B, C])
    coef = np.linalg.solve(np.array(matrix.tolist(), float),
                           np.array(rhs.tolist(), float).ravel())
    values = dict(zip((A, B, C), coef))
    balance_r = sp.diff(srr, r) + sp.diff(srt, th)/r + (srr-stt)/r
    balance_t = sp.diff(srt, r) + sp.diff(stt, th)/r + 2*srt/r
    point = {**values, r: 1.3, th: 0.6}
    residual = max(abs(float(sp.N(b.subs(point))))
                   for b in (balance_r, balance_t))
    line = {**values, r: 1, th: 0}
    ratio = float(sp.N(stt.subs(line))) / float(
        sp.N(sp.diff(ut, r).subs(line)))
    e_plane = 2 / (1-float(nu))
    x = float(s)
    formula = -e_plane*(x*x-np.sin(np.pi*x/2)**2)/np.sin(np.pi*x)
    return residual, ratio, formula


for exponent in ("37/100", "-3/5"):
    residual, ratio, formula = quarter_plane_check(exponent)
    assert residual < 1e-9
    assert abs(ratio-formula) < 1e-8*max(1, abs(formula))


# ---------- Edge crack as a distribution of dislocations ----------
# delta'(t) = polynomial(t)/sqrt(1-t), with t the depth and E' = 1.
def solve_dislocation_equation(n_poly=12, n_points=40):
    x = 0.5*(1-np.cos(np.pi*(np.arange(n_points)+0.5)/n_points))
    w = np.sqrt(1-x)
    nodes, weights = np.polynomial.legendre.leggauss(400)
    v, weights = (nodes+1)/2, weights/2
    t = 1-v*v
    total = x[:, None]+t[None, :]
    image = 1/total + 2*t/total**2 - 4*t**2/total**3
    matrix = np.empty((n_points, n_poly))
    cauchy = np.log((1+w)/(1-w))/w
    for j in range(n_poly):
        if j > 0:
            cauchy = x*cauchy + beta(j, 0.5)
        matrix[:, j] = cauchy + image @ (2*weights*t**j)
    return np.linalg.lstsq(matrix/(4*np.pi), -np.ones(n_points),
                           rcond=None)[0]


slope = solve_dislocation_equation()


def slope_moment(power):
    return sum(c*beta(j+power+1, 0.5) for j, c in enumerate(slope))


F_numeric = -np.sum(slope)*np.sqrt(2)/4
W_numeric = -slope_moment(1)/2
mouth_numeric = -slope_moment(0)
assert abs(F_numeric-F) < 1e-4
assert abs(W_numeric-Z) < 2e-4
assert abs(mouth_numeric-mouth_formula) < 1e-3
for power in (0.5, 2.0):
    predicted = -8/((1+power)*p_plus(1.0)*p_plus(power))
    assert abs(slope_moment(power)/predicted-1) < 2e-4


# ---------- Plane-strain finite elements, film thickness = 1 ----------
def graded(length, smallest=1e-4, ratio=1.5):
    n = int(np.ceil(np.log(1+length*(ratio-1)/smallest)/np.log(ratio)))
    e = ratio**np.arange(n+1)-1
    return length*e/e[-1]


def stiffness(E, nu):
    return E/((1+nu)*(1-2*nu))*np.array(
        [[1-nu, nu, 0], [nu, 1-nu, 0], [0, 0, (1-2*nu)/2]])


def shape(q):
    return (np.array([q*(q-1)/2, 1-q*q, q*(q+1)/2]),
            np.array([q-0.5, -2*q, q+0.5]))


def crack_fem(E_film, nu_film, E_sub, nu_sub, depth=1.0, size=60.0):
    """Return E' W and E' times mouth opening; only the film is stressed."""
    xe = graded(size)
    ze = np.unique(np.round(np.concatenate(
        [depth-graded(depth), depth+graded(size), [0.0, 1.0]]), 12))
    nx, nz = len(xe)-1, len(ze)-1
    ix, iz = [q.ravel() for q in np.meshgrid(
        np.arange(nx), np.arange(nz), indexing="ij")]
    hx, hz = np.diff(xe)[ix], np.diff(ze)[iz]
    in_film = (ze[iz]+ze[iz+1])/2 < 1
    elastic = np.where(in_film[:, None, None],
                       stiffness(E_film, nu_film), stiffness(E_sub, nu_sub))
    rows = 2*nz+1
    local = np.array([[i, j] for i in range(3) for j in range(3)])
    nodes = ((2*ix[:, None]+local[:, 0])*rows
             + 2*iz[:, None]+local[:, 1])
    dof = np.stack([2*nodes, 2*nodes+1], axis=2).reshape(len(ix), 18)
    ke = np.zeros((len(ix), 18, 18))
    gp, gw = np.polynomial.legendre.leggauss(3)
    for qx, wx in zip(gp, gw):
        nxs, dxs = shape(qx)
        for qz, wz in zip(gp, gw):
            nzs, dzs = shape(qz)
            dx = np.outer(dxs, nzs).ravel()[None, :]*2/hx[:, None]
            dz = np.outer(nxs, dzs).ravel()[None, :]*2/hz[:, None]
            b = np.zeros((len(ix), 3, 18))
            b[:, 0, 0::2], b[:, 1, 1::2] = dx, dz
            b[:, 2, 0::2], b[:, 2, 1::2] = dz, dx
            ke += (wx*wz*hx*hz/4)[:, None, None]*(
                b.transpose(0, 2, 1) @ (elastic @ b))
    n_dof = 2*(2*nx+1)*rows
    k = coo_matrix((ke.ravel(), (np.repeat(dof, 18, axis=1).ravel(),
                                 np.tile(dof, (1, 18)).ravel())),
                   shape=(n_dof, n_dof)).tocsr()
    load = np.zeros(n_dof)
    for j in range(nz):
        if (ze[j]+ze[j+1])/2 < 1:
            load[2*np.arange(2*j, 2*j+3)] += (
                (ze[j+1]-ze[j])*np.array([1, 4, 1])/6)
    zn = np.empty(rows)
    zn[0::2], zn[1::2] = ze, (ze[1:]+ze[:-1])/2
    fixed = np.concatenate([
        2*np.where(zn >= depth-1e-9)[0],
        2*(2*nx*rows+np.arange(rows)),
        2*(np.arange(2*nx+1)*rows+rows-1)+1])
    free = np.setdiff1d(np.arange(n_dof), fixed)
    u = np.zeros(n_dof)
    u[free] = spsolve(k[free][:, free].tocsc(), load[free],
                      permc_spec="MMD_AT_PLUS_A")
    e_plane = E_film/(1-nu_film**2)
    return e_plane*(load @ u), e_plane*2*u[0]


# Rough typical inputs: deposited silica on fused silica
h_nm, stress_MPa, E_GPa, nu = 2000.0, 150.0, 70.0, 0.17
E_si, nu_si = 165.0, 0.22
E_lowk, nu_lowk = 8.0, 0.25
gamma_dry, gamma_humid = 8.0, 2.0
stress_drift_MPa = -50.0
expansion_difference, cooling_K = 0.5e-6, 100.0

Z_fem, mouth_fem = crack_fem(E_GPa, nu, E_GPa, nu)
Z_other_nu = crack_fem(E_GPa, 0.35, E_GPa, 0.35)[0]
assert abs(Z_fem/Z-1) < 3e-3
assert abs(mouth_fem/mouth_formula-1) < 3e-3
assert abs(Z_other_nu/Z-1) < 3e-3
Z_stiffer = crack_fem(E_GPa, nu, 1.1*E_GPa, nu)[0]
Z_silicon = crack_fem(E_GPa, nu, E_si, nu_si)[0]
Z_lowk = crack_fem(E_lowk, nu_lowk, E_si, nu_si)[0]
assert Z_lowk < Z_silicon < Z_stiffer < Z_fem

# Equally tough substrate: the channel may cut below the interface.
depths = np.array([1.0, 1.05, 1.1, 1.15, 1.2, 1.3, 1.5])
deep = np.array([Z_fem]+[crack_fem(E_GPa, nu, E_GPa, nu, d)[0]/d
                         for d in depths[1:]])
best = int(np.argmax(deep))
assert 0 < best < len(depths)-1

# ---------- Worked example in engineering units ----------
E_plane = E_GPa*1e9/(1-nu**2)
stress, h = stress_MPa*1e6, h_nm*1e-9
G_unit = stress**2*h/E_plane
G_channel = Z*G_unit
G_bottom = np.pi*F**2*G_unit
K_bottom = F*stress*np.sqrt(np.pi*h)
mouth_nm = mouth_formula*stress*h/E_plane*1e9
to_eV_A2 = 1e-20/constants.e
# Average the plane-strain release rates from the numerical tip factor.
mean_numeric = quad(lambda a: (F_numeric*stress)**2*np.pi*a/E_plane,
                    0, h, epsabs=0)[0]/h
assert abs(mean_numeric/G_channel-1) < 2e-4
h_dry = gamma_dry*E_plane/(Z*stress**2)*1e9
h_humid = gamma_humid*E_plane/(Z*stress**2)*1e9
thermal_MPa = E_GPa*1e3/(1-nu)*expansion_difference*cooling_K
G_cooled = G_channel*(1+thermal_MPa/stress_MPa)**2
G_drift = G_channel*(1+stress_drift_MPa/stress_MPa)**2

print(f"H_plus(1), Wiener-Hopf factor: {h_plus(1.0):.6f}")
print(f"Edge factor F, formula: {F:.6f}")
print(f"Edge factor F, dislocation equation: {F_numeric:.6f}")
print(f"Full-depth coefficient pi F^2: {np.pi*F**2:.5f}")
print(f"Channel coefficient Z, formula: {Z:.5f}")
print(f"Channel coefficient Z, opening integral: {W_numeric:.5f}")
print(f"Channel coefficient Z, finite elements: {Z_fem:.4f}")
print(f"Same, Poisson ratio 0.35: {Z_other_nu:.4f}")
print(f"Mouth coefficient, formula: {mouth_formula:.4f}")
print(f"Mouth coefficient, dislocation equation: {mouth_numeric:.4f}")
print(f"Mouth coefficient, finite elements: {mouth_fem:.4f}")
print(f"Film thickness (rough input): {h_nm:.0f} nm")
print(f"Film tension (rough input): {stress_MPa:.0f} MPa")
print(f"Young modulus (rough input): {E_GPa:.0f} GPa")
print(f"Poisson ratio (rough input): {nu:.2f}")
print(f"Plane-strain modulus: {E_plane/1e9:.2f} GPa")
print(f"sigma^2 h/E': {G_unit:.4f} J/m^2")
print(f"Channel release rate: {G_channel:.3f} J/m^2")
print(f"Channel release rate: {G_channel*to_eV_A2:.4f} eV/angstrom^2")
print(f"Plane-strain release rate at full depth: {G_bottom:.3f} J/m^2")
print(f"Stress intensity at full depth: {K_bottom/1e6:.3f} MPa m^0.5")
print(f"Crack mouth opening: {mouth_nm:.2f} nm")
print(f"Dry fracture energy (rough input): {gamma_dry:.1f} J/m^2")
print(f"Humid growth energy (rough input): {gamma_humid:.1f} J/m^2")
print(f"Critical thickness, dry: {h_dry:.0f} nm")
print(f"Critical thickness, humid: {h_humid:.0f} nm")
print(f"Z, substrate 10 percent stiffer: {Z_stiffer:.3f}")
print(f"Silicon modulus (rough input): {E_si:.0f} GPa")
print(f"Silicon Poisson ratio (rough input): {nu_si:.2f}")
print(f"Z, silica film on silicon: {Z_silicon:.3f}")
print(f"Low-k modulus (rough input): {E_lowk:.0f} GPa")
print(f"Low-k Poisson ratio (rough input): {nu_lowk:.2f}")
print(f"Z, low-k film on silicon: {Z_lowk:.3f}")
for d, value in zip(depths, deep):
    print(f"Crack depth {d:.2f} h: W E'/(sigma^2 h a) = {value:.3f}")
print(f"Largest sampled value, at depth {depths[best]:.2f} h: {deep[best]:.3f}")
print(f"Stress drift, water uptake (rough input): {stress_drift_MPa:.0f} MPa")
print(f"Channel release rate after drift: {G_drift:.3f} J/m^2")
print(f"Expansion difference (rough input): {expansion_difference:.1e} 1/K")
print(f"Cooling (input): {cooling_K:.0f} K")
print(f"Added tension on cooling: {thermal_MPa:.2f} MPa")
print(f"Channel release rate after cooling: {G_cooled:.3f} J/m^2")
print("PASS")
```

It prints:

```
H_plus(1), Wiener-Hopf factor: 0.891645
Edge factor F, formula: 1.121522
Edge factor F, dislocation equation: 1.121522
Full-depth coefficient pi F^2: 3.95153
Channel coefficient Z, formula: 1.97577
Channel coefficient Z, opening integral: 1.97577
Channel coefficient Z, finite elements: 1.9740
Same, Poisson ratio 0.35: 1.9739
Mouth coefficient, formula: 5.8172
Mouth coefficient, dislocation equation: 5.8172
Mouth coefficient, finite elements: 5.8123
Film thickness (rough input): 2000 nm
Film tension (rough input): 150 MPa
Young modulus (rough input): 70 GPa
Poisson ratio (rough input): 0.17
Plane-strain modulus: 72.08 GPa
sigma^2 h/E': 0.6243 J/m^2
Channel release rate: 1.233 J/m^2
Channel release rate: 0.0770 eV/angstrom^2
Plane-strain release rate at full depth: 2.467 J/m^2
Stress intensity at full depth: 0.422 MPa m^0.5
Crack mouth opening: 24.21 nm
Dry fracture energy (rough input): 8.0 J/m^2
Humid growth energy (rough input): 2.0 J/m^2
Critical thickness, dry: 12972 nm
Critical thickness, humid: 3243 nm
Z, substrate 10 percent stiffer: 1.900
Silicon modulus (rough input): 165 GPa
Silicon Poisson ratio (rough input): 0.22
Z, silica film on silicon: 1.449
Low-k modulus (rough input): 8 GPa
Low-k Poisson ratio (rough input): 0.25
Z, low-k film on silicon: 1.109
Crack depth 1.00 h: W E'/(sigma^2 h a) = 1.974
Crack depth 1.05 h: W E'/(sigma^2 h a) = 2.030
Crack depth 1.10 h: W E'/(sigma^2 h a) = 2.057
Crack depth 1.15 h: W E'/(sigma^2 h a) = 2.069
Crack depth 1.20 h: W E'/(sigma^2 h a) = 2.072
Crack depth 1.30 h: W E'/(sigma^2 h a) = 2.062
Crack depth 1.50 h: W E'/(sigma^2 h a) = 2.007
Largest sampled value, at depth 1.20 h: 2.072
Stress drift, water uptake (rough input): -50 MPa
Channel release rate after drift: 0.548 J/m^2
Expansion difference (rough input): 5.0e-07 1/K
Cooling (input): 100 K
Added tension on cooling: 4.22 MPa
Channel release rate after cooling: 1.304 J/m^2
PASS
```
